\section*{Thermal Ripple Spectrum of a Stressed Surface near the Grinfeld Threshold}

\section{Equipartition on a stressed surface}

Suppose the surface energy of a strained film is to be extracted from the thermal fluctuations of its height, either measured or simulated in a periodic cell. Two decisions come first: which law to fit, and how large the cell may be. The capillary law, with mean square amplitude proportional to $1/(\gamma k^2)$, holds without stress. Under stress it gives too small a surface energy at long wavelengths, and beyond a critical cell size there is no equilibrium spectrum to fit. Both statements follow from the energy of a single ripple.

\subsection{The model and its conventions}

An isotropic elastic solid fills $z<h(x,y)$. When flat, it carries the in-plane stress $\sigma_{xx}=\sigma_{yy}=\sigma$, with $\sigma_{zz}=0$. Young's modulus is $E$, Poisson's ratio $\nu$, and the surface energy per area $\gamma$ is independent of orientation. The traction that surface stress exerts on the solid is neglected. The heights are periodic on a square patch of side $L$ and area $A=L^2$, whose lateral dimensions are held fixed:
\begin{equation}
h(\mathbf r)=\sum_{\mathbf k\neq 0}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad h_{-\mathbf k}=h_{\mathbf k}^* .
\label{fourier}
\end{equation}
The term $\mathbf k=0$ is absent because the amount of material is conserved. Slopes are small, and the energy is kept to second order in $h$.

\subsection{Elastic response to one ripple}

Take $h=a\cos kx$ with $k>0$. The surface normal is proportional to $(-h',0,1)$. If $\delta\sigma_{ij}$ is the stress change caused by the ripple, a traction-free surface requires
\begin{equation}
-h'(\sigma+\delta\sigma_{xx})+\delta\sigma_{xz}=0,\qquad
-h'\delta\sigma_{xz}+\delta\sigma_{zz}=0 .
\end{equation}
Products of $h'$ and $\delta\sigma$ are of second order. To first order, therefore, at $z=0$,
\begin{equation}
\delta\sigma_{xz}=\sigma h'=-\sigma ka\sin kx,\qquad \delta\sigma_{zz}=0 .
\label{bc}
\end{equation}

Nothing varies along $y$, so the extra deformation is plane strain. Put $\delta\sigma_{xx}=\partial_z^2\phi$, $\delta\sigma_{zz}=\partial_x^2\phi$ and $\delta\sigma_{xz}=-\partial_x\partial_z\phi$. Force balance then holds identically, and compatibility of the strains requires $\nabla^4\phi=0$. The solutions that decay into the solid and vary as $\cos kx$ are $\phi=(B+Cz)e^{kz}\cos kx$. The condition $\delta\sigma_{zz}=-k^2B\cos kx=0$ at $z=0$ gives $B=0$. The remaining term has
\begin{align}
\delta\sigma_{xz}&=kC(1+kz)e^{kz}\sin kx,\\
\delta\sigma_{xx}&=kC(2+kz)e^{kz}\cos kx .
\end{align}
Comparison with (\ref{bc}) at $z=0$ gives $C=-\sigma a$, so at the surface
\begin{equation}
\delta\sigma_{xx}=-2\sigma ka\cos kx .
\label{crest}
\end{equation}
The magnitude of the stress falls at crests and rises in troughs, for tension and compression alike.

In plane strain $\varepsilon_{xx}=[(1-\nu^2)\delta\sigma_{xx}-\nu(1+\nu)\delta\sigma_{zz}]/E$. With $\delta\sigma_{zz}=0$ at the surface, integrating $\varepsilon_{xx}=\partial_xu_x$ gives
\begin{equation}
u_x=-\frac{2(1-\nu^2)\sigma a}{E}\sin kx .
\label{ux}
\end{equation}

\subsection{Energy of the ripple}

Measured from the flat stressed state, the elastic energy density is $w_0+\sigma\,\partial_xu_x+\tfrac12\delta\sigma_{ij}\varepsilon_{ij}$, where $w_0$ is the density of the flat state. The first term integrates to $w_0\int h\,dx\,dy=0$ relative to the flat surface. Call the integrals of the other two terms $W_1$ and $W_2$. If the displacement is scaled by a factor $s$, their sum becomes $sW_1+s^2W_2$. Mechanical equilibrium makes this stationary at $s=1$, so $W_1+2W_2=0$, and the relaxation energy is $W_1+W_2=W_1/2$.

The divergence theorem turns $W_1$ into a surface integral with $n_x\,dS=-h'\,dx\,dy$. Using (\ref{ux}) and $\langle\sin^2kx\rangle=1/2$,
\begin{equation}
\frac{W_1}{A}=-\sigma\langle h'u_x\rangle
=-\sigma\,(ka)\,\frac{2(1-\nu^2)\sigma a}{E}\,\frac12
=-\frac{(1-\nu^2)\sigma^2ka^2}{E}.
\end{equation}
Half of this is the elastic energy per area,
\begin{equation}
\frac{\Delta U}{A}=-Gka^2,\qquad G=\frac{(1-\nu^2)\sigma^2}{2E}.
\label{G}
\end{equation}

Now let the stressed material be a film on an unstressed substrate with the same elastic constants. The prestress term is then integrated over the film alone, which adds a boundary at the interface. That interface is flat and has $n_x=0$, so it contributes nothing. Equation (\ref{G}) therefore does not depend on film thickness, provided the film remains continuous.

The surface energy costs
\begin{equation}
\gamma\left\langle\sqrt{1+h'^2}-1\right\rangle\simeq\frac{\gamma}{2}\langle h'^2\rangle=\frac{\gamma k^2a^2}{4}.
\end{equation}
Adding (\ref{G}) gives
\begin{equation}
\frac{\Delta F}{A}=\frac{\gamma}{4}k(k-k_c)a^2,\qquad
k_c=\frac{4G}{\gamma}=\frac{2(1-\nu^2)\sigma^2}{E\gamma}.
\label{single}
\end{equation}
Ripples shorter than $\lambda_c=2\pi/k_c$ cost energy, and longer ones release it. This is the Asaro--Tiller--Grinfeld threshold.

\subsection{From one ripple to the thermal spectrum}

For a general surface the energy is a quadratic form in the $h_{\mathbf k}$. A shift of the surface by $\mathbf r_0$ multiplies $h_{\mathbf k}h_{\mathbf k'}$ by $e^{-i(\mathbf k+\mathbf k')\cdot\mathbf r_0}$ but cannot change the energy, so just the products with $\mathbf k'=-\mathbf k$ survive. Isotropy and equibiaxial stress make their coefficients depend on $k=|\mathbf k|$ alone. The ripple $a\cos kx$ has $h_{\mathbf k}=h_{-\mathbf k}=a/2$, so $\sum|h_{\mathbf k}|^2=a^2/2$. Matching to (\ref{single}),
\begin{equation}
F=\frac A2\sum_{\mathbf k}\gamma k(k-k_c)|h_{\mathbf k}|^2 .
\label{F}
\end{equation}

Write $h_{\mathbf k}=p+iq$. The terms $\mathbf k$ and $-\mathbf k$ share these two real coordinates and together contribute $\alpha(p^2+q^2)$, with $\alpha=A\gamma k(k-k_c)$. The change from heights to $(p,q)$ is linear, so its Jacobian is constant and the classical weight is $e^{-\alpha(p^2+q^2)/k_BT}$. For $\alpha>0$ each coordinate holds $\alpha\langle p^2\rangle=k_BT/2$, and likewise for $q$. The sum $\langle p^2\rangle+\langle q^2\rangle$ is
\begin{equation}
\boxed{\;\langle|h_{\mathbf k}|^2\rangle=\frac{k_BT}{A\gamma k(k-k_c)},\qquad k>k_c.\;}
\label{main}
\end{equation}
Without stress $k_c=0$, and the capillary result $k_BT/(A\gamma k^2)$ returns. Stress amplifies it by
\begin{equation}
R=\frac{k}{k-k_c}=\frac{1}{1-\lambda/\lambda_c}.
\label{ratio}
\end{equation}

For $k\gg k_c$, $R\simeq1+k_c/k$, so the correction dies out slowly, as the first power of the wavelength. For $k\to k_c^+$ the mean square amplitude approaches $k_BT/[A\gamma k_c(k-k_c)]$. The restoring force vanishes while $k_BT$ per pair of coordinates stays fixed, and the amplitude diverges. At $k=k_c$ the weight is flat, and for $k<k_c$ it grows with amplitude. In neither case can it be normalised in the harmonic model, so (\ref{main}) must not be continued below $k_c$.

True equilibrium within this model thus requires every allowed wavevector to exceed $k_c$. The smallest is $2\pi/L$, so the patch must satisfy $L<\lambda_c$. Even then (\ref{F}) shows that the flat surface is a local minimum; it says nothing about deep grooves.

For fitting, (\ref{main}) is best rearranged as
\begin{equation}
\frac{k_BT}{Ak\langle|h_{\mathbf k}|^2\rangle}=\gamma(k-k_c).
\label{line}
\end{equation}
Plotted against $k$, the left side is a straight line with slope $\gamma$ and intercept $k_c$ on the $k$ axis. Forcing the capillary law instead returns the apparent value $\gamma/R$.

Here $h$ is the shape of the surface before elastic displacement. A measured height also contains the thermal elastic displacement, which adds a mean square of $2(1-\nu^2)k_BT/(AEk)$ per mode. Relative to the capillary term, this equals the leading stress correction $k_c/k$ at $k=|\sigma|/\gamma$ and exceeds it for shorter ripples. The fit should therefore use wavelengths well above $2\pi\gamma/|\sigma|$, which is about 5 nm in the example below. The displacement caused by the ripple itself changes the height only by a fraction of order $|\sigma|/E$.

\subsection{Total roughness}

The mean square height is $\sum\langle|h_{\mathbf k}|^2\rangle$. On a wide surface the sum becomes $A\int d^2k/(2\pi)^2$, with $d^2k=2\pi k\,dk$. A band $k_1<k<k_2$ with $k_1>k_c$ contributes
\begin{equation}
\langle h^2\rangle=\frac{k_BT}{2\pi\gamma}\int_{k_1}^{k_2}\frac{dk}{k-k_c}
=\frac{k_BT}{2\pi\gamma}\ln\frac{k_2-k_c}{k_1-k_c}.
\label{rough}
\end{equation}
The single-mode divergence is a simple pole, but the roughness of this continuous band diverges only as a logarithm when $k_1\to k_c$, because few modes lie close to $k_c$. A small periodic patch behaves differently. Its sum stays discrete, and the four wavevectors with $k=2\pi/L$ alone contribute $4k_BT/[A\gamma k(k-k_c)]$. The total roughness of the patch therefore has a simple pole too, as $L\to\lambda_c$.

\subsection{A surface wider than the critical wavelength}

A wide surface contains unstable modes, and (\ref{main}) can then hold for a limited time at best. Let atoms move by surface diffusion with constant mobility $M$, so that $\partial_th=M\nabla^2(\delta F/\delta h)$ plus noise. From (\ref{F}), the Fourier component of $\delta F/\delta h$ is $\gamma k(k-k_c)h_{\mathbf k}$, and $\nabla^2$ gives $-k^2$. Each mode thus decays at the rate
\begin{equation}
r=M\gamma k^3(k-k_c).
\label{r}
\end{equation}
With white noise of strength $N$, $S=\langle|h_{\mathbf k}|^2\rangle$ obeys $\dot S=-2rS+N$. For stable modes the stationary value $N/2r$ must equal (\ref{main}), which fixes $N=2Mk^2k_BT/A$. This contains no stress. The noise comes from atomic hops, so the same $N$ is taken for unstable modes. Starting from a flat surface,
\begin{equation}
S(t)=\frac{k_BT}{A\gamma k(k-k_c)}\left(1-e^{-2rt}\right).
\label{time}
\end{equation}
As $k\to k_c$, $1-e^{-2rt}\to2rt$ and $S\to2Mk^2k_BTt/A$. The neutral mode performs a random walk: its variance is finite at every finite time, and the divergence takes unlimited time to develop. For $k<k_c$ both factors in (\ref{time}) change sign, and $S$ grows exponentially.

The growth rate $M\gamma(k_ck^3-k^4)$ is largest where $3k_ck^2=4k^3$, at $k=3k_c/4$, and equals $\tfrac{27}{256}M\gamma k_c^4$ there. A stable mode relaxes faster than this if
\begin{equation}
\left(\frac{k}{k_c}\right)^3\left(\frac{k}{k_c}-1\right)>\frac{27}{256},
\end{equation}
that is, for $k>1.083\,k_c$. Well above this value the spectrum (\ref{main}) can be established while the unstable ripples are still small. Closer to $k_c$, a surface that starts flat does not reach it within one growth time. Langevin simulation of four modes agrees with (\ref{time}) within the 5\% tested. After one growth time of the fastest mode, $S$ in units of $k_BT/(A\gamma k_c^2)$ is 2.56 at $k=1.30k_c$, which is the equilibrium value $1/(1.30\times0.30)$. At $k=1.05k_c$ it is 12.7, two thirds of the equilibrium value 19.0.

\subsection{Example: a strained silicon--germanium film}

Consider an 8 nm coherent film with roughly the stress and stiffness of Si$_{0.75}$Ge$_{0.25}$ on Si(001) at 1000 K. Its surface is treated as thermally rough, an idealisation examined at the end. Rough typical parameters are $E=130$ GPa, $\nu=0.28$, $\gamma=1.5$ J/m$^2$ and 1\% misfit. The film is compressed:
\begin{equation}
\sigma=-\frac{130\ \mathrm{GPa}}{1-0.28}\times0.01=-1.81\ \mathrm{GPa}.
\end{equation}
From (\ref{single}),
\begin{equation}
k_c=\frac{2(0.9216)(1.806\times10^9)^2}{(1.30\times10^{11})(1.5)}\ \mathrm{m^{-1}}
=0.0308\ \mathrm{nm^{-1}},
\end{equation}
so $\lambda_c=204$ nm. A finite-element solution for a corrugated film on an equally stiff substrate, at a wavelength of 150 nm and $ka=0.02$, gives $G=11.55$ MPa for both 8 nm and 30 nm films. Equation (\ref{G}) gives 11.56 MPa. This confirms the elastic energy and its independence of thickness.

With $k_BT/\gamma=9.20\times10^{-3}$ nm$^2$, a ripple of 150 nm has $k=0.0419$ nm$^{-1}$, and
\begin{equation}
A\langle|h_{\mathbf k}|^2\rangle=\frac{9.20\times10^{-3}}{0.0419\times0.0111}\ \mathrm{nm^4}\simeq19.8\ \mathrm{nm^4}.
\end{equation}
Other wavelengths, at the same $\gamma$ and $T$, give:

\begin{center}
\begin{tabular}{cccc}
$\lambda$ (nm) & no stress (nm$^4$) & stressed (nm$^4$) & $R$\\
50 & 0.583 & 0.772 & 1.32\\
100 & 2.33 & 4.58 & 1.96\\
150 & 5.25 & 19.8 & 3.78\\
180 & 7.55 & 64.4 & 8.53\\
200 & 9.33 & 487 & 52.3
\end{tabular}
\end{center}

Even at a quarter of $\lambda_c$ the stress adds 32\%. At 150 nm, a capillary fit would return $1.5/3.78=0.40$ J/m$^2$ for the surface energy. On a patch of side 150 nm, which satisfies $L<\lambda_c$, the root mean square of $|h_{\mathbf k}|$ for the longest ripple rises from 0.015 to 0.030 nm. Metropolis sampling of this patch, restricted to the six longest wavevector pairs and using the finite-element value of $G$, agrees with (\ref{main}) within 1\% at wavelengths of 150, 106 and 75 nm, both with and without stress. With so few modes the slopes are tiny and the nonlinear part of the surface area plays no role; the effect of shorter ripples is estimated below.

For the band from 2 to 150 nm on a wide surface, (\ref{rough}) raises the rms height from 0.080 to 0.091 nm, so the mean square height grows by a factor 1.31. On the 150 nm patch, the discrete sum over the same range of wavelengths rises from 0.083 to 0.104 nm rms, a factor 1.56 in the mean square, because the longest ripples carry more weight. Both factors are smaller than the 3.78 of the longest mode itself. The lower wavelength is an assumed limit of the continuum description. On a wide film the 150 nm ripple relaxes 8.6 times faster than the fastest unstable ripple, at 272 nm, grows. Rates become equal at 188 nm, so the 200 nm entry in the table belongs to a small periodic patch given time to equilibrate, not to a wide film that starts flat.

The harmonic theory also fails very close to $k_c$. A pair $\pm\mathbf k$ has mean square slope
\begin{equation}
s^2=2k^2\langle|h_{\mathbf k}|^2\rangle=\frac{2k_BT}{A\gamma\delta},\qquad \delta=\frac{k-k_c}{k}.
\end{equation}
For $A=\lambda_c^2$, a slope of 0.1 is reached at $\delta=4.4\times10^{-5}$. Quartic terms matter earlier. If their coefficient is of order $\gamma$, the ripple's own slope makes them rival the weakened quadratic term when $s^2\sim\delta$, or $\delta\sim\sqrt{2k_BT/(A\gamma)}\approx7\times10^{-4}$. The sign of this self-coupling, not found here, decides whether it limits the ripple or helps it escape. Quartic terms also couple the ripple to all shorter ones, whose total mean square slope is about 0.007 if wavelengths down to 2 nm are included. This can shift the threshold itself by a fraction of that order, so close to it $\gamma$ and $k_c$ in (\ref{main}) must be read as effective values. To first order, the nonlinear surface area alone lowers the effective $\gamma$ by about 0.7\% at this cutoff, which raises the 150 nm entry of the table by about 3\% and the 200 nm entry by about 60\%.

\subsection{How far the real film departs from the model}

Elastic anisotropy is a large correction. With rough cubic constants $C_{11}=160$, $C_{12}=60$ and $C_{44}=77$ GPa, finite elements give $\lambda_c=243$ nm for ripples along [100] and 269 nm along [110], instead of 204 nm. The cubic film stress has magnitude $(160+60-2\times60^2/160)\times0.01=1.75$ GPa, which accounts for a factor $(1.806/1.75)^2=1.07$ in $\lambda_c$. The rest is the smaller compliance of the cubic surface. At 150 nm, $R$ falls from 3.8 to 2.6 and 2.3 respectively.

Other changes, made one at a time in the isotropic model, also shift the threshold. A rough differential expansion of 0.8 ppm/K between 300 and 1000 K raises $k_c$ by about 12\%. For an anisotropic surface energy, the surface stiffness, which includes the second derivative of $\gamma$ with orientation, replaces $\gamma$ in (\ref{single}); a value of 2.0 J/m$^2$ moves $\lambda_c$ to 272 nm. A substrate 5\% stiffer than the film lowers the elastic gain at 150 nm by 1.7\%. Because $k-k_c$ is a difference, this raises the restoring coefficient by $1.7\%\times k_c/(k-k_c)\approx5\%$. At 150 nm, a surface stress of 1 N/m would add a normal traction about 2\% as large as the tangential one in (\ref{bc}), which changes the restoring coefficient by about 4\%.

Coherence is plausible but not comfortable. Balancing the misfit force on a threading $60^\circ$ dislocation against its line tension,
\begin{equation}
\frac{|\sigma|bH}{2}=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left(\ln\frac Hb+1\right),\quad \mu=\frac{E}{2(1+\nu)},
\end{equation}
with Burgers vector $b=0.388$ nm, gives a critical thickness $H=9.4$ nm, close to the chosen 8 nm. The estimate depends on the assumed core energy, represented by the 1 in the bracket: with 0.5 in its place $H$ falls to 7.9 nm, below the film thickness, and adding the thermal misfit alone lowers it to 8.7 nm. Dislocations would lower $|\sigma|$ and hence $k_c$.

The most serious limit is the assumption of a smooth surface energy. A surface with steps of height $d$ is thermally rough only if $k_BT/(\gamma d^2)>2/\pi\approx0.64$, where $\gamma$ stands for the surface stiffness. With $d=0.137$ nm and the values used here the ratio is 0.49, and it would reach the threshold only near 1300 K. An exact (001) surface whose stiffness were 1.5 J/m$^2$ or more could therefore not be rough at 1000 K. The stiffness need not equal the surface energy, and it was not computed here. A rough surface with this step height needs a stiffness below 1.15 J/m$^2$ at 1000 K, which in the isotropic model gives $\lambda_c<157$ nm and $R>2.7$ at 100 nm. The numbers above thus understate the stress effect on such a surface, and they do not predict the spectrum of a facet. On a true facet, the cost of a small ripple is set by creating steps and is not $\gamma k^2a^2/4$; equation (\ref{main}) then does not apply. Where the surface is rough, the film coherent and of uniform composition, and the modes equilibrated ($L<\lambda_c$, or $k$ well above $1.08k_c$, with wavelengths well above $2\pi\gamma/|\sigma|$), (\ref{line}) is the form to fit, with the stiffness and $k_c$ left free for each direction. Elastic contrast between film and substrate makes $G$ depend on $k$ and bends the line slightly: for a substrate 5\% stiffer, a fit between about 50 and 150 nm returns $\lambda_c\approx207$ nm instead of 204 nm. Segregation within an alloy film is not part of the model. Most of the computed values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus 130 GPa, Poisson ratio 0.28
surface energy 1.50 J/m2, misfit 1.0 %
temperature 1000 K, kB T 0.08617 eV
film thickness 8 nm, patch side 150 nm
film stress -1.806 GPa
kc 0.03081 1/nm, lambda_c 203.9 nm
elastic G: formula 11.556 MPa, elements 11.552 MPa
elastic G, 30 nm film, elements 11.549 MPa
surface u_x/a: formula 0.02560, elements 0.02559
A<|h_k|^2> by wavelength: unstressed, stressed, ratio
  50 nm: 0.583 nm4, 0.772 nm4, 1.32
  100 nm: 2.331 nm4, 4.575 nm4, 1.96
  150 nm: 5.246 nm4, 19.844 nm4, 3.78
  180 nm: 7.554 nm4, 64.443 nm4, 8.53
  200 nm: 9.326 nm4, 487.402 nm4, 52.26
patch <|h_k|^2> in 1e-5 nm2: formula, Metropolis
  150.0 nm stressed: 88.197, 87.725
  150.0 nm unstressed: 23.315, 23.513
  106.1 nm stressed: 24.296, 24.431
  106.1 nm unstressed: 11.657, 11.685
  75.0 nm stressed: 9.220, 9.280
  75.0 nm unstressed: 5.829, 5.861
rms |h_k| at 150 nm: unstressed 0.0153 nm, stressed 0.0297 nm
band rms height 2-150 nm: unstressed 0.0795 nm, stressed 0.0909 nm
scaled mean square at one growth time: time law, Langevin
  k/kc 0.75: 34.075, 34.005
  k/kc 1.00: 18.963, 18.968
  k/kc 1.05: 12.692, 12.673
  k/kc 1.30: 2.564, 2.550
fastest unstable k/kc 0.7500, wavelength 271.9 nm
150 nm ripple: k/kc 1.359, relaxation/fastest growth rate 8.56
rates equal at k/kc 1.0830, wavelength 188.3 nm
cubic constants C11 160, C12 60, C44 77 GPa
cubic lambda_c: [100] 242.9 nm, [110] 268.8 nm
substrate 5 % stiffer: elastic gain at 150 nm changes by -1.71 %
expansion difference 0.8 ppm/K: misfit +0.056 %, kc +11.5 %
surface stress 1.0 N/m: normal/tangential traction at 150 nm 0.0232
stiffness 2.0 J/m2 instead: lambda_c 271.9 nm
wetting: energy 0.3 J/m2, range 0.3 nm, share of restoring term 1.3e-08
dislocation critical thickness 9.4 nm (Burgers vector 0.388 nm)
atomic step height 0.137 nm
rms slope 0.1 reached at (k-kc)/k = 4.4e-05, patch side lambda_c
\end{verbatim}
